# The Brug relation: effective capacitance of an electrode made of patches

The impedance of a solid electrode often follows a constant-phase element, whose admittance is $Q(i\omega)^\alpha$ with $0<\alpha<1$, over several decades of frequency. The coefficient $Q$ is not a capacitance: its unit contains a fractional power of the second. This problem asks what capacitance can be extracted when the behaviour comes from a spread of time constants over the surface, and what that capacitance means.

The model is a set of patches in parallel. Patch $i$ has its own solution resistance $R_i$, in series with an interface consisting of a capacitance $C_i$ and a charge-transfer resistance $T_i$ side by side. The response is linear, time dependence is $e^{+i\omega t}$, and fractional powers take their principal values. No current passes from one patch's solution column to another's; part (g) examines this assumption. The ratio $T_i/R_i$ is taken to be the same for all patches. A blocking electrode, with every $T_i$ infinite, is included.

**(a) Write the admittance of the electrode as an average over patch time constants.**

The interface of patch $i$ has impedance $T_i/(1+i\omega T_iC_i)$. Adding $R_i$ and inverting gives

$$Y_i=\frac{1+i\omega T_iC_i}{R_i+T_i+i\omega R_iT_iC_i}.$$

Therefore

$$1-R_iY_i=\frac{T_i}{R_i+T_i+i\omega R_iT_iC_i}.$$

Dividing numerator and denominator by $R_i+T_i$, we find

$$Y_i=\frac1{R_i}\left[1-\frac{p}{1+i\omega\tau_i}\right],\qquad p=\frac{T_i}{R_i+T_i},\qquad \tau_i=pR_iC_i .$$

By assumption $p$ is common to all patches; $p=1$ is the blocking case. Parallel admittances add. Define $1/R_e=\sum_i1/R_i$ and the weights $w_i=R_e/R_i$, which sum to one. Then

$$R_eY=1-p\left\langle\frac1{1+i\omega\tau}\right\rangle,\qquad \langle f\rangle=\sum_iw_if_i .$$

The weights are fractions of conductance, not of area. At high frequency the capacitances short the interface and $Y\to1/R_e$, so $R_e$ is the measured series resistance.

**(b) Bring the fitted circuit to the same form.**

The fitted circuit is $R_e$ in series with a parallel pair, $R_t$ and the constant-phase element. The algebra of (a) applies with $i\omega C_i$ replaced by $Q(i\omega)^\alpha$:

$$R_eY=1-\frac{p'}{1+p'R_eQ(i\omega)^\alpha},\qquad p'=\frac{R_t}{R_e+R_t}.$$

At zero frequency the patches give $R_eY=1-p$ and the circuit gives $1-p'$, so $p'=p$. Defining $\tau_0$ by

$$\tau_0^\alpha=pR_eQ=\frac{QR_eR_t}{R_e+R_t},$$

we see that the patches reproduce the circuit at all frequencies if

$$\left\langle\frac1{1+i\omega\tau}\right\rangle=\frac1{1+(i\omega\tau_0)^\alpha}.\tag{1}$$

**(c) Which distribution of time constants satisfies (1)?**

Let $s=\ln(\tau/\tau_0)$, let $g(s)$ be the weight per unit $s$, and let $z=i\omega\tau_0$. Equation (1) becomes

$$F(z)\equiv\int_{-\infty}^{\infty}\frac{g(s)\,ds}{1+ze^s}=\frac1{1+z^\alpha}.\tag{2}$$

Both sides are analytic in the plane cut along the negative real axis. On the right, a pole would need $\arg z=\pm\pi/\alpha$, which lies outside $|\arg z|\le\pi$. The equality therefore extends from imaginary $z$ to the whole cut plane.

Put $z=-e^{-s'}+i\epsilon$ with $\epsilon\to0^+$. On the left the denominator is $1-e^{s-s'}+i\epsilon e^s$. Since $\operatorname{Im}[1/(x+i\eta)]\to-\pi\delta(x)$ for $\eta\to0^+$, and $x=1-e^{s-s'}$ has slope of magnitude one at its zero $s=s'$, the imaginary part is $-\pi g(s')$. On the right, $z^\alpha=e^{-\alpha s'}e^{i\pi\alpha}$, so

$$\operatorname{Im}F=-\frac{e^{-\alpha s'}\sin\pi\alpha}{1+2e^{-\alpha s'}\cos\pi\alpha+e^{-2\alpha s'}}
=-\frac{\sin\pi\alpha}{2(\cosh\alpha s'+\cos\pi\alpha)} .$$

Equating the two,

$$g(s)=\frac1{2\pi}\,\frac{\sin\pi\alpha}{\cosh\alpha s+\cos\pi\alpha}.\tag{3}$$

This is the one possible density. It does satisfy (2): $1/(1+z^\alpha)$ vanishes at infinity and is bounded at the origin, so Cauchy's formula on a contour wrapped around the cut rebuilds it from its jump there. The density is positive for $0<\alpha<1$, and $z\to0^+$ in (2) shows that it integrates to one. It is also even in $s$.

The fraction of weight below $s$ is

$$P(s)=\frac12+\frac1{\pi\alpha}\arctan\left[\tan\frac{\pi\alpha}2\tanh\frac{\alpha s}2\right].\tag{4}$$

To confirm this, differentiate the arctangent and multiply numerator and denominator by $\cos^2(\pi\alpha/2)\cosh^2(\alpha s/2)$. The numerator becomes $(\alpha/4)\sin\pi\alpha$. The denominator becomes

$$\cos^2\tfrac{\pi\alpha}2\cosh^2\tfrac{\alpha s}2+\sin^2\tfrac{\pi\alpha}2\sinh^2\tfrac{\alpha s}2=\tfrac12(\cosh\alpha s+\cos\pi\alpha).$$

The quotient is $\pi\alpha\,g(s)$, as required, and $P\to0$ as $s\to-\infty$.

**(d) Define the effective capacitance and find it from the fitted parameters.**

Because $g$ is even, $\langle s\rangle=0$, that is, $\langle\ln\tau\rangle=\ln\tau_0$. Thus $\tau_0$ is the logarithmic mean of the patch time constants. For one patch $\tau=pRC$, so the natural definition for the electrode is

$$C_B=\frac{\tau_0}{pR_e}=\tau_0\left(\frac1{R_e}+\frac1{R_t}\right).$$

From (b), $\tau_0=Q^{1/\alpha}(1/R_e+1/R_t)^{-1/\alpha}$. Hence

$$\boxed{C_B=Q^{1/\alpha}\left(\frac1{R_e}+\frac1{R_t}\right)^{(\alpha-1)/\alpha}}\tag{5}$$

which is the Brug relation. For a blocking electrode it reduces to $C_B=Q^{1/\alpha}R_e^{(1-\alpha)/\alpha}$. As $\alpha\to1$ it gives $C_B=Q$.

To interpret $C_B$, let patch $i$ have area $A_i$, capacitance per area $c_i=C_i/A_i$ and solution resistance times area $r_i=R_iA_i$. Then $\tau_i=pr_ic_i$. If $r_i=r$ everywhere, the weights are area fractions and $R_e=r/A$, where $A$ is the total area. It follows that

$$\frac{C_B}{A}=\exp\langle\ln c\rangle ,$$

the geometric mean of the local capacitance. If $r_i$ varies, $C_B$ still represents the logarithmic-mean time constant, but it is no longer this surface average.

Solving (5) for $Q$ gives $Q=C_B^\alpha(1/R_e+1/R_t)^{1-\alpha}$. In this model $Q$ therefore depends on the solution resistance even when the surface is unchanged. Without series resistance the patch capacitances would simply add, and no constant-phase behaviour would arise.

**(e) How does $C_B$ compare with the total capacitance, and how wide is the distribution?**

From $C_i=\tau_i/(pR_i)$,

$$C_{\rm tot}=\sum_iC_i=\frac{\langle\tau\rangle}{pR_e}=C_B\langle e^s\rangle .\tag{6}$$

Jensen's inequality gives $\langle e^s\rangle\ge e^{\langle s\rangle}=1$, so $C_B\le C_{\rm tot}$, with equality for a single time constant.

For the density (3) the difference is unlimited. At large $s$, $g\simeq(\sin\pi\alpha/\pi)e^{-\alpha s}$, so the integrand $e^sg$ grows as $e^{(1-\alpha)s}$. If the distribution ends at $\tau_{\max}$, the total grows as $\tau_{\max}^{1-\alpha}$ for large $\tau_{\max}$. A real surface has finite capacitance and so, in this model, can follow a constant-phase element only over a limited range of frequency.

The width of the distribution follows from (2). Multiply both sides by $z^{k-1}$, with $0<k<\alpha$, and integrate over positive real $z$. The standard integral $\int_0^\infty x^{k-1}/(1+x)\,dx=\pi/\sin\pi k$, with $x=ze^s$ on the left and $x=z^\alpha$ on the right, gives

$$\langle e^{-ks}\rangle\frac{\pi}{\sin\pi k}=\frac{\pi}{\alpha\sin(\pi k/\alpha)} .$$

By evenness $\langle e^{ks}\rangle=\langle e^{-ks}\rangle$. Expanding the sines for small $k$,

$$\langle e^{ks}\rangle=1+\frac{\pi^2k^2}{6}\left(\frac1{\alpha^2}-1\right)+\dots$$

Comparison with $1+k^2\langle s^2\rangle/2$ yields

$$\langle s^2\rangle=\frac{\pi^2}{3}\left(\frac1{\alpha^2}-1\right).\tag{7}$$

**(f) Find $C_B$ from a peak in the spectrum, then evaluate it for a silver electrode.**

Set $x=\alpha\ln(\omega\tau_0)$ and $\theta=\pi\alpha/2$, so that $(i\omega\tau_0)^\alpha=e^xe^{i\theta}$. The imaginary part of the admittance in (b) is

$$\operatorname{Im}Y=\frac{p}{R_e}\,\frac{\sin\theta}{2(\cosh x+\cos\theta)} .$$

It is largest at $x=0$, or $\omega_0=1/\tau_0$. Hence $C_B=(1/R_e+1/R_t)/\omega_0$, which can be read from data without first fitting $Q$ and $\alpha$.

Consider polycrystalline silver in a 0.01 mol/L aqueous salt, with rough typical parameters: conductivity $\kappa=1$ mS/cm, electrolyte depth $L=1$ mm, $\alpha=0.9$ and $Q=30\ \mu\mathrm{F\,s^{-0.1}/cm^2}$. From here on, resistances are multiplied by area and capacitances divided by it. Then $R_e=L/\kappa=100\ \Omega\,\mathrm{cm^2}$. For a blocking surface

$$\tau_0=(3.0\times10^{-5}\times100)^{1/0.9}\ \mathrm{s}=1.57\ \mathrm{ms},\qquad C_B=\frac{\tau_0}{R_e}=15.7\ \mu\mathrm{F/cm^2},$$

and the peak lies at $1/(2\pi\tau_0)=101$ Hz.

For an inhibited plating bath take $R_t=50\ \Omega\,\mathrm{cm^2}$, holding $Q$, $\alpha$ and $R_e$ fixed. Now $1/R_e+1/R_t=0.03\ \Omega^{-1}\mathrm{cm^{-2}}$, which gives $\tau_0=0.464$ ms, a peak at 343 Hz and $C_B=13.9\ \mu\mathrm{F/cm^2}$. This is not the same surface with a reaction switched on. With unchanged patch capacitances $C_B$ would stay fixed and $Q$ would rise.

Return to the blocking surface and suppose that capacitance alone varies. Inverting (4) gives the local values that $\alpha=0.9$ demands:

| Area fraction below | Capacitance (µF/cm²) |
|---|---|
| 0.05 | 4.4 |
| 0.25 | 11.6 |
| 0.75 | 21.3 |
| 0.95 | 55.7 |
| 0.99 | 246 |

Half the surface lies within a modest range, but for constant-phase behaviour at all frequencies 2.5 % must exceed 100 µF/cm².

Suppose next that the distribution is cut at $\tau_0/b$ and $b\tau_0$ and renormalized, with $R_e$ and $\tau_0$ held fixed. Numerical integration of $e^sg$ gives the total capacitance. The last column is the largest change in the complex impedance between 10 Hz and 10 kHz, relative to the uncut model.

| $b$ | $C_{\rm tot}$ (µF/cm²) | Impedance change |
|---|---|---|
| 10 | 19.4 | 10 % |
| 100 | 24.5 | 1.4 % |
| 1000 | 30.9 | 0.2 % |

In this window the impedances of the last two rows differ by less than 2 %, although their total capacitances differ appreciably. The logarithmic mean is the same in all three, because the cuts are symmetric. For a lopsided cut the peak no longer marks the logarithmic mean exactly. With the distribution cut at $\tau_0/1000$ and $4\tau_0$, the geometric mean of the local capacitance is 14.2 µF/cm², while the peak of $\operatorname{Im}Y$ gives 15.5 µF/cm².

The same time constants could instead come from a uniform capacitance $c$ and varying $r_i$. Then $C_{\rm tot}=cA$, and (6) gives $C_B/(cA)=1/\langle e^s\rangle$. For the three cuts this ratio is 0.81, 0.64 and 0.51. The Brug value thus lies below the true capacitance when resistance is what varies. The lower ratios need an extreme spread, however. For $b=10$ the $r_i$ run from 8 to 810 Ω cm². For $b=1000$ they run from 0.05 to $5\times10^4$ Ω cm², with a third of the area above 1000 Ω cm², against 100 Ω cm² for a straight 1 mm column. A fit to the total impedance cannot distinguish the two causes, since only the $\tau_i$ and their weights enter.

**(g) When may patches be treated as having separate solution resistances?**

Let the solution fill $0<y<L$ above the electrode, with a counter electrode at zero potential at $y=L$. A surface potential varying as $\cos kx$ extends into the solution as

$$\phi\propto\cos kx\,\frac{\sinh k(L-y)}{\sinh kL},$$

which satisfies Laplace's equation. The current density leaving the surface is $-\kappa\,\partial\phi/\partial y=\kappa k\coth(kL)\,\phi$ at $y=0$. For the uniform part, $k\to0$, the factor is $\kappa/L=1/R_e$.

For fine patches $kL\gg1$, and the factor is $\kappa k\gg\kappa/L$. For a blocking electrode with $\kappa k\gg\omega c$ as well, differences in interfacial current hardly disturb the surface potential. All patches then see one potential, their capacitances add, and they share one series resistance. Near the peak $\omega c$ is comparable with $\kappa/L$, so there the first condition implies the second. For patches much wider than $L$, current flows straight across except near their edges, and the separate columns of part (a) are recovered.

Take equal stripes of 10 and 30 µF/cm² on a blocking electrode at 101 Hz, with $L$ and $\kappa$ as before. Balancing $i\omega c(x)(V-\phi)$, where $V$ is the electrode potential, against the solution current gives linear equations, solved here on 512 points per period using Fourier modes. Let

$$\chi=\frac{|Y-Y_{\rm shared}|}{|Y_{\rm separate}-Y_{\rm shared}|},$$

which is 0 for a shared resistance and 1 for independent patches. The result is $\chi=0.004$ for a period of 0.02 mm, 0.21 for 1 mm and 0.98 for 100 mm.

Stripes 10 µm wide, a possible grain size, therefore produce almost none of the dispersion that the patch model assigns to them at this frequency. In this geometry the patch model needs unevenness on a scale well above the electrolyte depth. That alone does not justify the Brug relation: a blocking surface with only two local capacitances, for example, has two time constants and not the density (3).

**(h) Could the crystal faces of silver supply the required spread, and what else is neglected?**

Silver faces have different potentials of zero charge. Rough values relative to the (111) face are $-0.2$ V for (100) and $-0.3$ V for (110). A Gouy–Chapman–Stern estimate places a diffuse layer in series with an inner layer of $c_{\rm in}=40\ \mu\mathrm{F/cm^2}$ (rough). With $V_T=k_BT/e$, permittivity $\varepsilon=78\varepsilon_0$ and Debye length $\lambda=3.0$ nm at 298 K,

$$\frac1c=\frac1{c_{\rm in}}+\frac{\lambda}{\varepsilon\cosh(\phi_d/2V_T)},\qquad
E=\phi_d+\frac{2\varepsilon V_T}{\lambda c_{\rm in}}\sinh\frac{\phi_d}{2V_T}.$$

Here $E$ is the potential from that face's zero charge and $\phi_d$ is the drop across the diffuse layer. The second equation was solved numerically for each face, with equal areas, from $-0.6$ to $0.3$ V relative to zero charge of (111).

The spread of $\ln c$ is greatest near 0.015 V. The capacitances there are 14.7, 27.6 and 31.4 µF/cm² for (111), (100) and (110), and the standard deviation of $\ln c$ is 0.33. Equation (7) demands 0.88 for constant-phase behaviour at all frequencies. The series formula also keeps $c$ below 40 µF/cm², so it cannot supply the tail in part (f). With $c_{\rm in}=40\ \mu\mathrm{F/cm^2}$, differences between faces thus fall well short of the uncut distribution derived in (c) for $\alpha=0.9$. This conclusion depends strongly on $c_{\rm in}$. The same equations give a greatest standard deviation of 0.53 for 80 µF/cm² and 0.67 for 120 µF/cm², comparable with the 0.63 of the distribution cut at $b=10$ in (f). The size of the differences between faces therefore does not exclude them as a source of dispersion over a limited frequency range; for fine grains the stronger objection is the current sharing of part (g). The estimate is mean-field: it omits ion correlations, specific adsorption and the dependence of the inner layer on charge and face. These could alter the 0.33.

For the example's numbers the other corrections are as follows.

- A leakage resistance of 10 kΩ cm² in the blocking case lowers $C_B$ by 0.1 % at fixed $Q$ and $\alpha$. It should still be included in the fitted circuit, because omitting it shifts both.
- In the plating bath, silver-ion diffusion adds an impedance of magnitude $V_T/(F_0c_{\rm Ag}\sqrt{\omega D})$, where $F_0$ is the charge per mole and $c_{\rm Ag}$ is the silver-ion concentration at the surface. At rest, with 1 mmol/L of silver ions and $D=1.5\times10^{-5}$ cm²/s (rough), it is 1.5 Ω cm² at the peak, or 3 % of $R_t$. It grows towards low frequency, reaching 8.7 Ω cm² at 10 Hz, so a fit that extends that far should include it. During deposition the surface concentration is lower and this impedance is larger.
- The diffuse layer relaxes at about $D/(2\pi\lambda^2)=26$ MHz, far above the measured range.

$C_B$ is also sensitive to errors in the fitted parameters. For the blocking case, differentiating $\ln C_B=(1/\alpha)\ln Q+(1/\alpha-1)\ln R_e$ gives

$$\frac{\partial\ln C_B}{\partial\alpha}=-\frac{\ln(QR_e)}{\alpha^2},$$

where $QR_e$ is the number $3.0\times10^{-3}$, obtained with $Q$ in $\mathrm{F\,s^{-0.1}/cm^2}$ (not µF) and $R_e$ in $\Omega\,\mathrm{cm^2}$. Raising $\alpha$ by 0.01 at fixed $Q$ raises $C_B$ by about 7 %, whereas a 10 % increase in $R_e$ raises it by about 1 %. In a fit the errors of $Q$ and $\alpha$ are linked, so their joint uncertainty should be carried into $C_B$.

For a real silver electrode, 15.7 µF/cm² is a plausible size for a double-layer capacitance, but that alone does not validate the patch model. The assumption most at risk is that of separate solution columns. If it fails, (5) still returns a number, but that number is no longer the geometric mean of the local capacitance.

All numerical values are calculated from the stated model.
